# Accurate Screening by Positive Exponentials Does Not Give a Realistic Electron Density: a program that tests the result

```python
"""Positive multi-exponential screening and the density it implies.

Claim under test: an atom with potential V(r) = Z*phi(r)/r and
phi = sum a_i exp(-b_i r), all a_i > 0, has by Poisson's equation the
electron density n = Z*phi''/(4 pi r), which diverges as 1/r at the
nucleus, although phi may be accurate and the total charge correct.
Z: nuclear charge; r: distance from nucleus; s = -phi'(0).
Hartree atomic units inside; nm, eV and degrees in the printed output.
Reference: Hartree-Fock silicon atom (ROHF triplet, s and p Gaussians).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, least_squares, lsq_linear
from scipy.special import gamma as gamma_function
from pyscf import gto, scf

mp.mp.dps = 80
Z = 14
BOHR = const.physical_constants["Bohr radius"][0] * 1e9      # nm
HARTREE = const.physical_constants["Hartree energy in eV"][0]
N_S, N_P = 30, 18


def run_atom(symbol, charge):
    """ROHF triplet atom in an even-tempered s,p basis."""
    shells = [[0, [0.03 * 2.0**k, 1.0]] for k in range(N_S)]
    shells += [[1, [0.02 * 2.0**k, 1.0]] for k in range(N_P)]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells},
                charge=charge, spin=2, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    mf.kernel()
    if not mf.converged:
        orbitals, occupations = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(orbitals, occupations)
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    if dm.ndim == 3:
        dm = dm[0] + dm[1]
    populations = np.einsum("ij,ji->i", dm, mol.intor("int1e_ovlp"))
    assert abs(populations[:N_S].sum() - 6) < 1e-5   # 1s2 2s2 3s2
    assert abs(populations.sum() - 14) < 1e-6
    kinetic = np.sum(dm * mol.intor("int1e_kin"))
    assert abs(mf.e_tot / kinetic + 1) < 1e-4        # virial theorem
    return mol, dm, mf.e_tot


mol, dm, energy_si = run_atom("Si", 0)
_, _, energy_p_ion = run_atom("P", 1)
AXES = np.eye(3)   # averages s,p densities over angles exactly


def density_hf(r):
    r = np.atleast_1d(np.asarray(r, float))
    points = (r[:, None, None] * AXES[None]).reshape(-1, 3)
    ao = mol.eval_gto("GTOval_sph", points)
    return np.sum((ao @ dm) * ao, axis=1).reshape(-1, 3).mean(axis=1)


def electron_potential(r):
    total = 0.0
    for axis in AXES:
        with mol.with_rinv_origin(r * axis):
            total += np.sum(dm * mol.intor("int1e_rinv"))
    return total / 3


def screening_hf(r):
    return 1 - r * electron_potential(r) / Z


# Hartree-Fock atom: Poisson equation, cusp, absence of an r^2 term
for r in (0.05, 0.3, 1.5):
    h = 0.01 * r
    second = (screening_hf(r + h) + screening_hf(r - h)
              - 2 * screening_hf(r)) / h**2
    expected = 4 * np.pi * r * density_hf(r)[0] / Z
    assert abs(second / expected - 1) < 2e-3   # finite-difference error
contact_hf = density_hf(0.0)[0]
slope_hf = electron_potential(0.0) / Z
n_near, n_far = density_hf([0.002, 0.010])
cusp = np.log(n_far / n_near) / 0.008
assert abs(cusp / (-2 * Z) - 1) < 0.02         # Gaussian basis near cusp
r = 0.002
remainder = screening_hf(r) - 1 + slope_hf * r
cubic = 2 * np.pi * contact_hf / (3 * Z) * r**3 * (1 - Z * r)
assert abs(remainder / cubic - 1) < 0.02       # next order and basis

r_grid = np.geomspace(1e-4, 20, 240)
phi_grid = np.array([screening_hf(x) for x in r_grid])
spline = CubicSpline(np.log(r_grid), phi_grid)


def phi_hf(r):
    inside = np.clip(r, r_grid[0], r_grid[-1])
    return np.where(np.asarray(r) < r_grid[-1], spline(np.log(inside)), 0.0)


def phi_exp(r, a, b, exp=np.exp):
    return sum(float(x) * exp(-float(y) * r) for x, y in zip(a, b))


def phi_regular(r, w, beta, exp=np.exp):
    return sum(float(x) * (1 + float(y) * r / 2) * exp(-float(y) * r)
               for x, y in zip(w, beta))


def density_exp(r, a, b):
    return Z / (4 * np.pi * r) * phi_exp(r, a * b**2, b)


def density_regular(r, w, beta):
    return Z / (8 * np.pi) * phi_exp(r, w * beta**3, beta)


def density_from_laplacian(phi, r):
    """Electron density from Cartesian differences of Z*phi/r.

    The step is tiny because the truncation error of the bare Z/r term
    grows as 1/r^3 near the nucleus; 80 digits keep rounding negligible.
    """
    centre = [mp.mpf(r) * c for c in (0.48, 0.6, 0.64)]
    h = mp.mpf(r) * mp.mpf("1e-16")

    def potential(point):
        distance = mp.sqrt(sum(c**2 for c in point))
        return Z * phi(distance) / distance

    laplacian = mp.mpf(0)
    for k in range(3):
        up, down = list(centre), list(centre)
        up[k] += h
        down[k] -= h
        laplacian += (potential(up) + potential(down)
                      - 2 * potential(centre)) / h**2
    return float(laplacian / (4 * mp.pi))


chosen = (r_grid > 0.002) & (r_grid < 8)
r_fit, phi_fit = r_grid[chosen], phi_grid[chosen]


def fit(shape, weights, exponents):
    def unpack(x):
        w = np.exp(np.append(x[3:], 0.0))
        return w / w.sum(), np.exp(x[:3])

    weights = np.array(weights)
    start = np.concatenate([np.log(exponents),
                            np.log(weights[:2] / weights[2])])
    result = least_squares(lambda x: shape(r_fit, *unpack(x)) - phi_fit,
                           start, xtol=1e-12, ftol=1e-12, max_nfev=2000)
    return unpack(result.x)


def errors(values):
    difference = values - phi_fit
    return np.max(np.abs(difference)), np.sqrt(np.mean(difference**2))


a_mol = np.array([0.35, 0.55, 0.10])           # Moliere function
b_mol = np.array([0.3, 1.2, 6.0]) / (0.88534 * Z**(-1 / 3))
a, b = fit(phi_exp, a_mol, b_mol)
w, beta = fit(phi_regular, [0.25, 0.60, 0.15], [1.5, 6.0, 25.0])
err_exp = errors(phi_exp(r_fit, a, b))
err_reg = errors(phi_regular(r_fit, w, beta))
err_mol = errors(phi_exp(r_fit, a_mol, b_mol))
assert err_exp[0] < 0.03 and err_reg[0] < 0.03

# Poisson densities against Cartesian Laplacians, also close to r = 0
for r in (1e-6, 0.05, 0.8):
    direct = density_from_laplacian(lambda x: phi_exp(x, a, b, mp.exp), r)
    assert abs(direct / density_exp(r, a, b) - 1) < 1e-8
    direct = density_from_laplacian(
        lambda x: phi_regular(x, w, beta, mp.exp), r)
    assert abs(direct / density_regular(r, w, beta) - 1) < 1e-6
curvature = np.sum(a * b**2)
coefficient = Z * curvature / (4 * np.pi)
direct = density_from_laplacian(lambda x: phi_exp(x, a, b, mp.exp), 1e-7)
assert abs(1e-7 * direct / coefficient - 1) < 1e-4
hydrogen = density_from_laplacian(
    lambda x: phi_regular(x, [1], [2], mp.exp), 0.7) / Z
assert abs(hydrogen / (np.exp(-1.4) / np.pi) - 1) < 1e-8


# Enclosed charge: integral of the density against the closed form
def shell_exp(x):
    return 4 * np.pi * x**2 * density_exp(x, a, b)


def enclosed_exp(r):
    return Z * (1 - phi_exp(r, a, b) - r * phi_exp(r, a * b, b))


for r in (0.001, 0.02, 0.5):
    assert abs(quad(shell_exp, 0, r)[0] / enclosed_exp(r) - 1) < 1e-6
total_exp = quad(shell_exp, 0, 2)[0] + quad(shell_exp, 2, np.inf)[0]
assert abs(total_exp - Z) < 1e-6
assert abs(enclosed_exp(1e-4) / (Z * curvature * 1e-8 / 2) - 1) < 0.01
r_small = 0.001 / BOHR
inside_exp = enclosed_exp(r_small)
inside_hf = quad(lambda x: 4 * np.pi * x**2 * density_hf(x)[0],
                 0, r_small)[0]

# Lower bound on the divergence for positive weights
rng = np.random.default_rng(1)
for _ in range(200):
    weights = rng.dirichlet(np.ones(4))
    rates = rng.uniform(0.1, 30, 4)
    s_test = -(phi_exp(1e-7, weights, rates) - 1) / 1e-7
    assert np.sum(weights * rates**2) >= s_test**2 * (1 - 1e-5)

# Best positive fit with many exponents, then the same with free signs
rates = np.geomspace(0.2, 100, 40)
matrix = np.exp(-np.outer(r_fit, rates))
bounded = lsq_linear(matrix, phi_fit, bounds=(0, np.inf), method="bvls",
                     tol=1e-13, max_iter=1000)
residual = matrix @ bounded.x - phi_fit
gradient = matrix.T @ residual
gap = gradient @ bounded.x + 2 * max(0.0, -gradient.min())
assert gap < 0.05 * 0.5 * residual @ residual   # convex optimality bound
floor_rms = np.sqrt(np.mean(residual**2))
free = np.linalg.lstsq(matrix, phi_fit, rcond=None)[0]
free_rms = np.sqrt(np.mean((matrix @ free - phi_fit)**2))
assert floor_rms > 1e-4 and free_rms < 0.1 * floor_rms

# Classical deflection of a proton by the frozen silicon atom
energy_lab = 10e3 / HARTREE
m_proton = const.m_p / const.m_e
m_si = 28 * const.atomic_mass / const.m_e
energy_cm = energy_lab * m_si / (m_si + m_proton)
nodes, node_weights = np.polynomial.legendre.leggauss(100)
t = (nodes + 1) * np.pi / 4
t_weights = node_weights * np.pi / 4


def deflection(phi, impact):
    def radial(r):
        return 1 - Z * phi(r) / (r * energy_cm) - (impact / r)**2

    r_min = brentq(lambda x: float(radial(x)), 1e-3, 50,
                   xtol=1e-15, rtol=1e-14)
    integral = np.sum(t_weights * np.cos(t)
                      / np.sqrt(radial(r_min / np.sin(t))))
    return np.pi - 2 * impact / r_min * integral, r_min


impacts_nm = (0.002, 0.01, 0.03)
scattering = []
for impact_nm in impacts_nm:
    p = impact_nm / BOHR
    bare = deflection(lambda x: 1.0 + 0 * x, p)[0]
    assert abs(bare - 2 * np.arctan(Z / (2 * energy_cm * p))) < 1e-5
    angle_hf, r_min = deflection(phi_hf, p)
    angle_exp = deflection(lambda x: phi_exp(x, a, b), p)[0]
    angle_reg = deflection(lambda x: phi_regular(x, w, beta), p)[0]
    assert abs(angle_exp / angle_hf - 1) < 0.15
    scattering.append((impact_nm, angle_hf, angle_exp, angle_reg, r_min))

# Sizes of neglected effects
relaxation = energy_p_ion - energy_si + Z * slope_hf
assert relaxation < 0                          # variational principle
r_outer = scattering[-1][4]
v_outer = Z * float(phi_hf(r_outer)) / r_outer
velocity = np.sqrt(2 * energy_lab / m_proton)
diffraction = 1 / (m_proton * velocity * impacts_nm[-1] / BOHR
                   * scattering[-1][1])
lattice_nm = 0.5431
stopping = 8 * np.pi * Z * velocity / (1 + Z**(2 / 3))**1.5
loss_per_nm = stopping * HARTREE * BOHR**2 * 8 / lattice_nm**3
half_bond_nm = lattice_nm * np.sqrt(3) / 8
v_half_bond = (Z * float(phi_hf(half_bond_nm / BOHR))
               / (half_bond_nm / BOHR) * HARTREE)

# Dirac 1s density of a point nucleus, compared with Schroedinger's
c = 1 / const.fine_structure
g = np.sqrt(1 - (Z / c)**2)
q = (1 - g) * c / Z


def large(x):
    return x**g * np.exp(-Z * x)


x, h = 0.05, 1e-5
derivative = (large(x + h) - large(x - h)) / (2 * h)
first = large(x) / x - q * large(x) * (c * (1 + g) + Z / (c * x))
second = q * large(x) / x - large(x) * (c * (g - 1) + Z / (c * x))
assert abs(derivative - first) < 1e-5
assert abs(-q * derivative - second) < 1e-5
dirac_norm = (2 * Z)**(2 * g + 1) / gamma_function(2 * g + 1)
assert abs(quad(lambda y: dirac_norm * large(y)**2, 0, 3)[0] - 1) < 1e-6
nuclear_radius_nm = 1.2e-6 * 28**(1 / 3)
y = nuclear_radius_nm / BOHR
dirac_ratio = dirac_norm * y**(2 * g - 2) / (4 * Z**3)

per_nm3 = 1 / BOHR**3
print(f"Si ROHF energy: {energy_si:.4f} hartree")
print(f"HF slope s = -phi'(0): {slope_hf:.4f} /bohr")
print(f"HF density at nucleus: {contact_hf:.1f} /bohr^3"
      f" = {contact_hf * per_nm3:.3e} /nm^3")
print(f"HF log-slope of density near nucleus: {cusp:.2f} /bohr"
      f" (cusp value {-2 * Z})")
print("Three positive exponentials, a_i:", np.round(a, 5))
print("  b_i (1/bohr):", np.round(b, 4))
print(f"  sum a b = {np.sum(a * b):.4f} /bohr,"
      f" its square {np.sum(a * b)**2:.3f} /bohr^2")
print(f"  sum a b^2 = phi''(0) = {curvature:.3f} /bohr^2")
print(f"  limit of r*n = {coefficient:.3f} /bohr^2")
print(f"  least r*n limit at HF slope: {Z * slope_hf**2 / 4 / np.pi:.3f}"
      " /bohr^2")
print(f"  total electrons: {total_exp:.6f}")
crossing = coefficient / contact_hf * BOHR
print(f"  leading 1/r term equals HF n(0) at r = {crossing:.3e} nm")
print("Regular form, w_k:", np.round(w, 5))
print("  beta_k (1/bohr):", np.round(beta, 4))
print(f"  density at nucleus: {density_regular(0.0, w, beta):.1f} /bohr^3")
curvature_mol = np.sum(a_mol * b_mol**2)
print(f"Moliere Si: phi''(0) = {curvature_mol:.3f} /bohr^2,"
      f" r*n limit {Z * curvature_mol / 4 / np.pi:.3f} /bohr^2")
print(f"Fit range: {r_fit[0] * BOHR:.2e} to {r_fit[-1] * BOHR:.3f} nm,"
      f" {len(r_fit)} points even in ln r")
print("Error of phi against HF (max, rms):")
for label, error in (("three exponentials", err_exp),
                     ("regular form", err_reg), ("Moliere", err_mol)):
    print(f"  {label}: {error[0]:.5f}, {error[1]:.5f}")
print(f"rms, 40 exponents, positive: {floor_rms:.2e}")
print(f"rms, 40 exponents, free signs: {free_rms:.2e}")
print("Density (1/nm^3): r (nm), HF, three exp., regular")
for r_nm in (1e-5, 1e-4, 1e-3, 1e-2, 5e-2):
    r = r_nm / BOHR
    row = (density_hf(r)[0], density_exp(r, a, b),
           density_regular(r, w, beta))
    print(f"  {r_nm:.0e}  " + "  ".join(f"{v * per_nm3:.3e}" for v in row))
print(f"Electrons within 0.001 nm: HF {inside_hf:.5f},"
      f" three exp. {inside_exp:.5f}")
print(f"Proton: 10 keV lab, {energy_cm * HARTREE:.1f} eV centre of mass")
print("CM deflection (deg): p (nm), HF, three exp., regular, r_min (nm)")
for p_nm, t_hf, t_exp, t_reg, r_min in scattering:
    angles = np.degrees([t_hf, t_exp, t_reg])
    print(f"  {p_nm:.3f}  " + "  ".join(f"{v:.3f}" for v in angles)
          + f"  {r_min * BOHR:.5f}")
print(f"United-atom relaxation energy: {relaxation * HARTREE:.1f} eV")
print(f"Frozen potential at outermost r_min: {v_outer * HARTREE:.1f} eV")
print(f"Diffraction angle / deflection, outermost p: {diffraction:.3f}")
print(f"Electronic loss, Lindhard-Scharff: {loss_per_nm:.0f} eV/nm")
print(f"Atomic potential at half bond {half_bond_nm:.4f} nm:"
      f" {v_half_bond:.1f} eV")
print(f"Rough nuclear radius: {nuclear_radius_nm:.2e} nm")
print(f"Dirac/Schroedinger 1s density there: {dirac_ratio:.3f}")
print(f"Dirac point-nucleus density power of r: {2 * g - 2:.5f}")
print("checks complete")
```

Printed output:

```
Si ROHF energy: -288.8544 hartree
HF slope s = -phi'(0): 3.5174 /bohr
HF density at nucleus: 1762.1 /bohr^3 = 1.189e+07 /nm^3
HF log-slope of density near nucleus: -27.96 /bohr (cusp value -28)
Three positive exponentials, a_i: [0.36961 0.59789 0.0325 ]
  b_i (1/bohr): [ 0.9596  4.2005 30.7425]
  sum a b = 3.8652 /bohr, its square 14.940 /bohr^2
  sum a b^2 = phi''(0) = 41.605 /bohr^2
  limit of r*n = 46.351 /bohr^2
  least r*n limit at HF slope: 13.784 /bohr^2
  total electrons: 14.000000
  leading 1/r term equals HF n(0) at r = 1.392e-03 nm
Regular form, w_k: [0.33588 0.58011 0.08401]
  beta_k (1/bohr): [ 1.3332  6.1296 37.7787]
  density at nucleus: 2598.0 /bohr^3
Moliere Si: phi''(0) = 32.782 /bohr^2, r*n limit 36.522 /bohr^2
Fit range: 1.08e-04 to 0.422 nm, 163 points even in ln r
Error of phi against HF (max, rms):
  three exponentials: 0.00744, 0.00337
  regular form: 0.00403, 0.00180
  Moliere: 0.04536, 0.01734
rms, 40 exponents, positive: 3.30e-03
rms, 40 exponents, free signs: 5.99e-09
Density (1/nm^3): r (nm), HF, three exp., regular
  1e-05  1.185e+07  1.648e+09  1.741e+07
  1e-04  1.130e+07  1.583e+08  1.635e+07
  1e-03  7.029e+06  1.085e+07  8.789e+06
  1e-02  1.449e+05  2.047e+05  1.735e+05
  5e-02  1.931e+03  2.680e+03  2.382e+03
Electrons within 0.001 nm: HF 0.03377, three exp. 0.07848
Proton: 10 keV lab, 9652.8 eV centre of mass
CM deflection (deg): p (nm), HF, three exp., regular, r_min (nm)
  0.002  50.617  50.744  50.607  0.00303
  0.010  8.965  8.874  8.941  0.01061
  0.030  1.594  1.658  1.628  0.03027
United-atom relaxation energy: -61.3 eV
Frozen potential at outermost r_min: 173.4 eV
Diffraction angle / deflection, outermost p: 0.055
Electronic loss, Lindhard-Scharff: 48 eV/nm
Atomic potential at half bond 0.1176 nm: 7.0 eV
Rough nuclear radius: 3.64e-06 nm
Dirac/Schroedinger 1s density there: 1.078
Dirac point-nucleus density power of r: -0.01046
checks complete
```
